# Polarization Jump at a First-Order Ferroelectric Transition

A model ferroelectric with coefficients in the range of barium titanate changes from nonpolar to polar at 394.54 K, and its polarization there jumps from zero to 19.36 µC/cm². In the polar state at that temperature the three terms of its free energy, of second, fourth and sixth order in polarization, are 0.1406, −0.2812 and 0.1406 J/cm³. They cancel, as they must if the two phases have equal energy. But they also stand in the ratio 1 : −2 : 1, which equal energy alone does not require. The ratio and the size of the jump have a common origin.

## The model and its conventions

Let $P$ be a uniform polarization along one fixed axis of a stress-free crystal in zero electric field. The free energy density, measured from that of the nonpolar phase at the same temperature, is

$$F(P)=\frac a2P^2+\frac\beta4P^4+\frac\gamma6P^6,\qquad \beta<0,\quad \gamma>0 .$$

Odd powers are absent because $P$ and $-P$ are equivalent. The positive $\gamma$ makes $F$ rise at large $P$. The negative $\beta$ allows a polar minimum while the nonpolar state is still stable. The temperature enters through

$$a=a_0(T-T_0),\qquad a_0>0,$$

with $\beta$ and $\gamma$ constant for now.

The transition meant here is the equilibrium one, at which the nonpolar and polar phases have equal free energy and no other state lies lower. The polarization $P_t$ is the value on the polar side. The result to be derived is

$$P_t^2=\frac{3|\beta|}{4\gamma},\qquad a_t=\frac{3\beta^2}{16\gamma}.$$

Since $F$ depends only on the square of the polarization, write $x=P^2\ge0$:

$$F=\frac a2x+\frac\beta4x^2+\frac\gamma6x^3 .$$

## First derivation: two coexisting phases

A polar phase in equilibrium at zero field must be a stationary point:

$$\frac{dF}{dP}=P\,(a+\beta P^2+\gamma P^4)=0 .$$

For $P\ne0$ the bracket vanishes,

$$a+\beta x+\gamma x^2=0. \tag{1}$$

Coexistence also requires $F=0$, the energy of the nonpolar phase. Division by $x\ne0$ gives

$$\frac a2+\frac\beta4x+\frac\gamma6x^2=0. \tag{2}$$

The unknowns are $a$ and $x$. To eliminate $a$, double equation (2),

$$a+\frac\beta2x+\frac\gamma3x^2=0,$$

and subtract it from (1):

$$\frac\beta2x+\frac{2\gamma}3x^2=0 .$$

One more division by $x$ leaves $\beta/2+2\gamma x/3=0$, so

$$x_t=-\frac{3\beta}{4\gamma}=\frac{3|\beta|}{4\gamma}.$$

The minus sign shows where $\beta<0$ is needed: for positive $\beta$ this $x_t$ would be negative and no real polarization would correspond to it. Equation (1) now gives the value of $a$:

$$a_t=-\beta x_t-\gamma x_t^2=\frac{3\beta^2}{4\gamma}-\frac{9\beta^2}{16\gamma}=\frac{3\beta^2}{16\gamma}.$$

Because $a_t>0$, the transition lies above $T_0$:

$$T_t=T_0+\frac{3\beta^2}{16a_0\gamma}.$$

Stationary points need not be minima, so the curvature must be checked. It is

$$F''(P)=a+3\beta x+5\gamma x^2 .$$

At $P=0$ it equals $a_t>0$. For the polar state, express the coefficients through $x_t$: $\beta=-4\gamma x_t/3$ and $a_t=\gamma x_t^2/3$. Then

$$F''(P_t)=\gamma x_t^2\left(\frac13-4+5\right)=\frac43\gamma x_t^2=4a_t .$$

Both states are minima, and the polar one is four times as stiff. An applied field $E$ satisfies $E=dF/dP$, so the small-signal susceptibility is $\chi=1/(\varepsilon_0F'')$, and, measured along the polar axis, it falls by a factor of four on entering the polar phase.

### Equal energy is not the limit of stability

Equation (1) also describes states that are not in coexistence. Its roots are

$$x_\pm=\frac{|\beta|\pm\sqrt{\beta^2-4a\gamma}}{2\gamma}.$$

Subtracting (1) from the curvature gives $F''=2x(\beta+2\gamma x)$ at such a root. This is positive for $x>|\beta|/(2\gamma)$, so the upper root is the polar minimum. On heating, it survives until the square root vanishes:

$$a=\frac{\beta^2}{4\gamma},\qquad P^2=\frac{|\beta|}{2\gamma}.$$

On cooling, the nonpolar state loses its stability at $a=0$, where the polar minimum has

$$P^2=\frac{|\beta|}{\gamma}.$$

The squared polarizations at the heating limit, at equilibrium and at the cooling limit therefore stand as 2 : 3 : 4. A jump observed with thermal hysteresis need not equal $P_t$.

## Second derivation: when does the nonpolar phase stop being lowest?

The second route uses no derivative. The nonpolar state is the global minimum as long as $F\ge0$ for every $x$. For $x>0$ this is a condition on the sign of

$$\frac Fx=\frac\gamma6x^2+\frac\beta4x+\frac a2 ,$$

which is a quadratic in $x$. Take out the factor $\gamma/6$ and complete the square:

$$\frac Fx=\frac\gamma6\left(x^2+\frac{3\beta}{2\gamma}x\right)+\frac a2
=\frac\gamma6\left(x+\frac{3\beta}{4\gamma}\right)^2-\frac\gamma6\,\frac{9\beta^2}{16\gamma^2}+\frac a2 .$$

The constant subtracted is $3\beta^2/(32\gamma)$, which is $a_t/2$. Multiplication by $x$ gives

$$F=\frac\gamma6\,x\,(x-x_t)^2+\frac{a-a_t}2\,x,\qquad x_t=\frac{3|\beta|}{4\gamma}. \tag{3}$$

This identity holds at every temperature, and the transition can be read from it.

- If $a>a_t$, the first term is never negative and the second is positive for $x>0$, so the nonpolar state is lowest.
- If $a=a_t$, the energy is zero at $x=0$ and at $x=x_t$, and positive elsewhere.
- If $a<a_t$, the state $x_t$ has energy $(a-a_t)x_t/2<0$, so the nonpolar state is no longer lowest.

It remains to show that the polar phase starts at $x_t$. For $a$ slightly below $a_t$, equation (3) is negative only where

$$(x-x_t)^2<\frac{3(a_t-a)}{\gamma}.$$

The lowest state lies in this interval, which closes on $x_t$ as $a$ approaches $a_t$ from below. The equilibrium polarization thus jumps from zero to $P_t$.

The identity also explains the opening ratio. At $a=a_t$,

$$F=\frac\gamma6\left(x_t^2\,x-2x_t\,x^2+x^3\right).$$

The three terms are those of second, fourth and sixth order in $P$. At $x=x_t$ they are $\gamma x_t^3/6$ times 1, −2 and 1: the coefficients of a perfect square. The energy must touch zero at the polar state without crossing it, and this double root fixes the ratio.

The barrier between the phases follows from the same form. With $F=(\gamma/6)x(x-x_t)^2$,

$$\frac{dF}{dx}=\frac\gamma6(x-x_t)(3x-x_t),$$

so the maximum lies at $x=x_t/3$, or $P=P_t/\sqrt3$. Its height is

$$F_b=\frac\gamma6\cdot\frac{x_t}3\cdot\frac{4x_t^2}9=\frac{2\gamma x_t^3}{81}=\frac{|\beta|^3}{96\gamma^2}.$$

As $\beta\to0^-$ at fixed $\gamma$, the jump $P_t$ shrinks as $|\beta|^{1/2}$, the temperature offset $T_t-T_0$ as $\beta^2$, and the barrier as $|\beta|^3$. At $\beta=0$ the first-order transition has become continuous. In the opposite limit, $\gamma\to0^+$ at fixed $\beta$, $P_t$ grows without bound, and an expansion cut off at sixth order cannot be trusted.

## The numbers

The example takes rough, rounded parameters in the regime of barium titanate near its cubic to tetragonal transition: $a_0=6.5\times10^5$ J m/(C² K), $T_0=383$ K, $\beta=-8.0\times10^8$ J m⁵/C⁴ and $\gamma=1.6\times10^{10}$ J m⁹/C⁶. Then

$$P_t^2=\frac{3(8.0\times10^8)}{4(1.6\times10^{10})}=0.0375\ \mathrm{C^2/m^4},$$

so $P_t=0.1936$ C/m², or 19.36 µC/cm². Further,

$$a_t=\frac{3(8.0\times10^8)^2}{16(1.6\times10^{10})}=7.5\times10^6\ \mathrm{J\,m/C^2},$$

$$T_t=383+\frac{7.5\times10^6}{6.5\times10^5}=394.54\ \mathrm K .$$

A direct numerical search for the lowest energy over a grid of $P$, repeated while the temperature is bisected, uses neither derivation. It also finds 394.54 K and 19.36 µC/cm².

The barrier lies at 11.18 µC/cm² and is 0.0208 J/cm³ high. The susceptibility is about 15,100 on the nonpolar side and 3,770 on the polar side. The stability limits are 398.38 K on heating, with 15.81 µC/cm², and 383 K on cooling, with 22.36 µC/cm². The further results are in the numerical output.

The prefactors matter. If the energy is written $AP^2+BP^4+CP^6$, then $\beta=4B$ and $\gamma=6C$, and the same result becomes

$$P_t^2=\frac{3\cdot4|B|}{4\cdot6C}=\frac{|B|}{2C}.$$

Putting $B$ and $C$ into the formula for $\beta$ and $\gamma$ would make $P_t^2$ too large by a factor of 1.5.

## What each derivation assumes

The first derivation assumes that a polar phase coexists with the nonpolar one, and finds where. Its two conditions, zero slope and equal energy, apply to any smooth free energy. But they are local statements: the curvatures must be checked, and competing minima excluded. Here the only other polar stationary point is the barrier, so the check is complete.

The second derivation does not assume coexistence. It decides at every $a$ whether the nonpolar state is lowest, but it relies on $F/x$ being quadratic. It also shows what happens for $\beta>0$: on $x\ge0$, $F/x$ is then smallest at $x=0$, where it equals $a/2$, so the transition is at $a=0$ and there is no jump.

Both share the same physical premises: a uniform polarization on one axis, a mean-field energy cut off at sixth order, and free strain. These can be examined in turn.

**Temperature-dependent coefficients.** Both derivations work at one temperature at a time. If $\beta$ and $\gamma$ vary, the formula for $P_t$ holds with their values at $T_t$. The latent heat does change. In equilibrium $\partial F/\partial P=0$, so the entropy relative to the nonpolar phase is $-\partial F/\partial T$ at fixed $P$. With slopes $\beta'$ and $\gamma'$, the heat absorbed on leaving the polar phase is

$$L=T_t\left(\frac{a_0}2P_t^2+\frac{\beta'}4P_t^4+\frac{\gamma'}6P_t^6\right).$$

For constant coefficients this is 4.81 J/cm³. Rough slopes $\beta'=2.0\times10^7$ J m⁵/(C⁴ K) and $\gamma'=-3.3\times10^8$ J m⁹/(C⁶ K), with $\beta$ and $\gamma$ at $T_t$ held at the values above, raise it to 6.44 J/cm³, or by 34 %. Results that compare different temperatures change too: with these slopes the heating limit moves to 397.19 K and the ratio 2 : 3 : 4 becomes 1.98 : 3 : 4.16. The linear slopes serve only near $T_t$, since they would make $\gamma$ vanish at 443 K.

**The cut-off at sixth order.** Adding $(\delta/8)P^8$ makes $F/x$ cubic, so the square in (3) no longer suffices, but the conditions of the first derivation still apply. With a rough $\delta=3.0\times10^{11}$ J m¹³/C⁸ and the other coefficients held, $P_t$ falls to 15.71 µC/cm², 19 % below the sextic value, and $T_t$ to 391.46 K. The ratio 1 : −2 : 1 and the factor of four in stiffness also belong to the sextic form: with this $\delta$ the quartic term is −1.8 times the quadratic one and the polar state is 4.8 times as stiff. This measures sensitivity; it does not compare two expansions fitted to the same data.

**Free strain.** A thin film held by a thick substrate cannot deform freely in its plane. Let $P$ point out of the plane, let the top face be free, and let the in-plane strain be fixed at that of the unstressed nonpolar phase. A free film would acquire the in-plane strain $Q_{12}P^2$. The substrate prevents this with an equal stress $\sigma$ along both in-plane axes:

$$0=(s_{11}+s_{12})\sigma+Q_{12}P^2,\qquad \sigma=-\frac{Q_{12}P^2}{s_{11}+s_{12}},$$

where $s_{11}$ and $s_{12}$ are elastic compliances. The elastic strain along each axis is $-Q_{12}P^2$, so the stored energy of the two axes is

$$2\cdot\frac12\,\sigma\,(-Q_{12}P^2)=\frac{Q_{12}^2}{s_{11}+s_{12}}P^4 .$$

Comparison with $(\Delta\beta/4)P^4$ gives

$$\Delta\beta=\frac{4Q_{12}^2}{s_{11}+s_{12}} .$$

For rough values $Q_{12}=-0.043$ m⁴/C², $s_{11}=8.3\times10^{-12}$ Pa⁻¹ and $s_{12}=-2.7\times10^{-12}$ Pa⁻¹, $\Delta\beta=1.32\times10^9$ J m⁵/C⁴. This exceeds $|\beta|$, and the film has $\beta_{\rm film}=+5.2\times10^8$ J m⁵/C⁴.

The premise $\beta<0$ has failed, and within this one-axis model the transition is continuous at 383 K. Just below it, equation (1) gives $P^2\approx|a|/\beta_{\rm film}$. The computed polarization is 3.47 µC/cm² at 1 K below and 1.76 µC/cm² at 0.25 K below, close to the factor of two expected from a square root. These values hold only with $P$ confined to the film normal. At zero mismatch the in-plane components become unstable at the same temperature, and whether the out-of-plane state resists tilting depends on couplings between components that the model omits. The 383 K is also fragile: with the constants above, a lattice mismatch of 0.1 % shifts the out-of-plane transition by about 47 K.

**Uniformity.** A uniform region must cross the barrier as a whole. At $T_t$ the barrier equals $k_BT_t$ for a cube with an edge of 6.39 nm. Smaller regions would face a barrier below the thermal energy if their boundaries cost nothing. Boundaries do cost energy, so this length is a warning about fluctuations, not a limit of validity.

**Comparison with the real material.** Bulk barium titanate has a first-order transition at roughly 400 K with a polarization of roughly 20 µC/cm², so the example has the right size; its parameters were chosen in that regime, and the agreement is no prediction. Real crystals can form domains and can change phase by nucleation before a stability limit is reached, so the 15 K between the model's two limits is not a forecast of measured hysteresis. For devices made from clamped films, free strain cannot be taken for granted: in the one-axis model with the values used here, clamping removes the whole 19.36 µC/cm² jump. Lattice mismatch with the substrate, other polarization directions and depolarizing fields, all omitted here, must also be considered before the model is applied to a particular film.

## Computed values

```
input a0 = 6.500e+05 J m/(C^2 K)
input T0 = 383.0 K
input beta = -8.000e+08 J m^5/C^4
input gamma = 1.600e+10 J m^9/C^6
P_t squared, formula = 0.03750 C^2/m^4
P_t, formula = 0.1936 C/m^2
P_t, formula = 19.36 uC/cm^2
P_t, global search = 19.36 uC/cm^2
a_t, formula = 7.500e+06 J m/C^2
T_t - T0 = 11.54 K
T_t, formula = 394.54 K
T_t, global search = 394.54 K
quadratic energy at P_t = 0.1406 J/cm^3
quartic energy at P_t = -0.2812 J/cm^3
sextic energy at P_t = 0.1406 J/cm^3
barrier position = 11.18 uC/cm^2
barrier height = 0.0208 J/cm^3
stiffness ratio polar/nonpolar = 4.000
susceptibility, nonpolar = 15059
susceptibility, polar = 3765
heating limit = 398.38 K
P at heating limit = 15.81 uC/cm^2
cooling limit = 383.00 K
polar P at cooling limit = 22.36 uC/cm^2
latent heat, fixed beta, gamma = 4.81 J/cm^3
input beta slope = 2.00e+07 J m^5/(C^4 K)
input gamma slope = -3.30e+08 J m^9/(C^6 K)
latent heat with slopes = 6.44 J/cm^3
latent heat change = 34 %
input eighth-order delta = 3.00e+11 J m^13/C^8
P_t with eighth order = 15.71 uC/cm^2
P_t change, eighth order = -19 %
T_t with eighth order = 391.46 K
input Q11 = 0.110 m^4/C^2
input Q12 = -0.043 m^4/C^2
input s11 = 8.30e-12 1/Pa
input s12 = -2.70e-12 1/Pa
beta added by clamping = 1.321e+09 J m^5/C^4
beta of clamped film = 5.207e+08 J m^5/C^4
film P at T0 - 1 K = 3.47 uC/cm^2
film P at T0 - 0.25 K = 1.76 uC/cm^2
cube edge, barrier = k_B T_t: 6.39 nm
```
